# LS–jj recoupling of two electrons and the sp J=1 levels: test program

```python
"""
Result under test: the LS-to-jj recoupling matrix of two electrons,
  <(l1 l2)L (s1 s2)S; J | (l1 s1)j1 (l2 s2)j2; J>
    = sqrt((2L+1)(2S+1)(2j1+1)(2j2+1)) * 9j{l1 l2 L; s1 s2 S; j1 j2 J},
and its explicit form for the J=1 levels of an sp configuration.
l, s, j: orbital, spin and total momentum of one electron; L, S, J: totals.
G1: Slater exchange integral; X = G1/3; zeta: spin-orbit constant of p.
Energies are relative to the direct Coulomb energy F0 plus orbital energies.
Projections are stored in ascending order; spin index 1 means spin up.
"""
from functools import lru_cache
import numpy as np
from scipy.optimize import brentq
from scipy.special import eval_legendre
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan, wigner_9j


def half(x):
    return Rational(int(round(2 * x)), 2)


@lru_cache(maxsize=None)
def cg_table(a, b, c):
    table = np.zeros([int(round(2 * q + 1)) for q in (a, b, c)])
    for i in range(table.shape[0]):
        for k in range(table.shape[1]):
            ma, mb = i - a, k - b
            if abs(ma + mb) <= c + 1e-9:
                value = clebsch_gordan(half(a), half(b), half(c),
                                       half(ma), half(mb), half(ma + mb))
                table[i, k, int(round(ma + mb + c))] = float(value)
    return table


def ls_state(l1, l2, L, S, J):
    """Tensor with indices m1, mu1, m2, mu2, M."""
    return np.einsum('abL,cdS,LSJ->acbdJ', cg_table(l1, l2, L),
                     cg_table(0.5, 0.5, S), cg_table(L, S, J))


def jj_state(l1, l2, j1, j2, J):
    return np.einsum('acx,bdy,xyJ->acbdJ', cg_table(l1, 0.5, j1),
                     cg_table(l2, 0.5, j2), cg_table(j1, j2, J))


def nine_j(l1, l2, L, S, j1, j2, J):
    h = Rational(1, 2)
    return float(wigner_9j(half(l1), half(l2), half(L), h, h, half(S),
                           half(j1), half(j2), half(J)))


def recoupling(l1, l2, L, S, j1, j2, J):
    root = np.sqrt((2*L + 1) * (2*S + 1) * (2*j1 + 1) * (2*j2 + 1))
    return root * nine_j(l1, l2, L, S, j1, j2, J)


def overlap(a, b):
    return np.einsum('abcdM,abcdN->MN', a, b)


def ls_labels(l1, l2, J):
    return [(L, S) for L in range(abs(l1 - l2), l1 + l2 + 1)
            for S in (0, 1) if abs(L - S) <= J <= L + S]


def jj_labels(l1, l2, J):
    first = [j for j in (l1 - 0.5, l1 + 0.5) if j > 0]
    second = [j for j in (l2 - 0.5, l2 + 0.5) if j > 0]
    return [(a, b) for a in first for b in second if abs(a - b) <= J <= a + b]


# General formula against the sum over projections, for sp, pp and pd.
checked = 0
largest_error = 0.0
for l1, l2 in ((0, 1), (1, 1), (1, 2)):
    for J in range(l1 + l2 + 2):
        rows, cols = ls_labels(l1, l2, J), jj_labels(l1, l2, J)
        assert len(rows) == len(cols)
        matrix = np.zeros((len(rows), len(cols)))
        for r, (L, S) in enumerate(rows):
            for c, (j1, j2) in enumerate(cols):
                matrix[r, c] = recoupling(l1, l2, L, S, j1, j2, J)
                direct = overlap(ls_state(l1, l2, L, S, J),
                                 jj_state(l1, l2, j1, j2, J))
                error = abs(direct - matrix[r, c] * np.eye(2*J + 1)).max()
                largest_error = max(largest_error, error)
                checked += 1
        assert np.allclose(matrix @ matrix.T, np.eye(len(rows)), atol=1e-11)
assert largest_error < 1e-11

# Equivalent p electrons: explicit antisymmetrization.
p2_matrices = {}
for J in (0, 1, 2):
    rows = [(L, S) for L, S in ls_labels(1, 1, J) if (L + S) % 2 == 0]
    cols = [(a, b) for a, b in jj_labels(1, 1, J)
            if a < b or (a == b and J % 2 == 0)]
    matrix = np.zeros((len(rows), len(cols)))
    for r, (L, S) in enumerate(rows):
        ls = ls_state(1, 1, L, S, J)
        assert np.allclose(ls.transpose(2, 3, 0, 1, 4), -ls, atol=1e-11)
        for c, (a, b) in enumerate(cols):
            jj = jj_state(1, 1, a, b, J)
            swapped = jj.transpose(2, 3, 0, 1, 4)
            anti = jj - swapped
            anti = anti / np.sqrt(np.sum(anti**2) / (2*J + 1))
            matrix[r, c] = overlap(ls, anti)[0, 0]
            factor = np.sqrt(2) if a != b else 1.0
            expected = factor * recoupling(1, 1, L, S, a, b, J)
            assert abs(matrix[r, c] - expected) < 1e-11
    assert np.allclose(matrix @ matrix.T, np.eye(len(rows)), atol=1e-11)
    p2_matrices[J] = (rows, cols, matrix)

# Explicit sp states with J=1, M=1 and the resulting matrix.
sp_ls = [ls_state(0, 1, 1, S, 1) for S in (0, 1)]
sp_jj = [jj_state(0, 1, 0.5, j, 1) for j in (0.5, 1.5)]
hand_states = np.array([
    [1/np.sqrt(2), -1/np.sqrt(2), 0],
    [0.5, 0.5, -1/np.sqrt(2)],
    [np.sqrt(2/3), 0, -1/np.sqrt(3)],
    [1/(2*np.sqrt(3)), -np.sqrt(3)/2, 1/np.sqrt(6)]])
coupled = np.array([[t[0, 1, 2, 0, 2], t[0, 0, 2, 1, 2], t[0, 1, 1, 1, 2]]
                    for t in sp_ls + sp_jj])
assert np.allclose(hand_states, coupled, atol=1e-12)
T = np.array([[recoupling(0, 1, 1, S, 0.5, j, 1) for j in (0.5, 1.5)]
              for S in (0, 1)])
T_closed = np.array([[1, np.sqrt(2)], [np.sqrt(2), -1]]) / np.sqrt(3)
assert np.allclose(T, T_closed, atol=1e-12)

# Angular Coulomb factors by quadrature over both electrons' directions.
nodes, weights = np.polynomial.legendre.leggauss(8)
phi = 2*np.pi*np.arange(8)/8
x, ph = [g.ravel() for g in np.meshgrid(nodes, phi, indexing='ij')]
w = np.repeat(weights, 8) * 2*np.pi/8
sn = np.sqrt(1 - x*x)
unit = np.array([sn*np.cos(ph), sn*np.sin(ph), x])
cos_angle = np.clip(unit.T @ unit, -1, 1)
Ys = np.full(len(x), 1/np.sqrt(4*np.pi))
Yp = np.array([np.sqrt(3/(8*np.pi))*sn*np.exp(-1j*ph),
               np.sqrt(3/(4*np.pi))*x,
               -np.sqrt(3/(8*np.pi))*sn*np.exp(1j*ph)])
for k in range(4):
    Pk = eval_legendre(k, cos_angle)
    exchange = (Yp.conj()*Ys*w) @ Pk @ (Yp*Ys*w).T
    density = np.einsum('mg,ng,g->mng', Yp.conj(), Yp, w)
    direct = np.einsum('mng,gh,h->mn', density, Pk, Ys**2*w)
    assert np.allclose(exchange, np.eye(3)/3 if k == 1 else 0, atol=1e-11)
    assert np.allclose(direct, np.eye(3) if k == 0 else 0, atol=1e-11)
    if k == 1:
        exchange_angular = exchange.real


def momentum(j):
    m = np.arange(-j, j + 0.5)
    plus = np.diag(np.sqrt(j*(j + 1) - m[:-1]*(m[:-1] + 1)), -1)
    return np.diag(m), plus


lz, lplus = momentum(1)
sz, splus = momentum(0.5)
l_dot_s = (np.kron(lz, sz) + 0.5*(np.kron(lplus, splus.T)
                                  + np.kron(lplus.T, splus)))

# Spin-orbit matrix between LS states, from the operator on the p electron.
so_direct = np.zeros((2, 2))
for a in range(2):
    for b in range(2):
        bra = sp_ls[a][0, :, :, :, 2].reshape(2, 6)
        ket = sp_ls[b][0, :, :, :, 2].reshape(2, 6)
        so_direct[a, b] = np.sum(bra * (ket @ l_dot_s.T))
assert np.allclose(so_direct, T @ np.diag([-1, 0.5]) @ T.T, atol=1e-12)
assert np.allclose(so_direct, [[0, -1/np.sqrt(2)], [-1/np.sqrt(2), -0.5]])

# Full Hamiltonian in the twelve determinants of one s and one p electron.
I2, I4, I8 = np.eye(2), np.eye(4), np.eye(8)
V4 = np.zeros((4, 4, 4, 4))
V4[0, 1:, 1:, 0] = exchange_angular
V4[1:, 0, 0, 1:] = exchange_angular.T
V = np.einsum('abcd,st,uv->asbuctdv', V4, I2, I2).reshape(64, 64)
spin_swap = np.einsum('ac,bd,sv,ut->asbuctdv', I4, I4, I2, I2).reshape(64, 64)
determinants = np.array([(np.kron(I8[i], I8[k]) - np.kron(I8[k], I8[i]))
                         / np.sqrt(2) for i in range(2)
                         for k in range(2, 8)]).T


def one_body(p_block):
    op = np.zeros((8, 8))
    op[2:, 2:] = p_block
    return np.kron(op, I8) + np.kron(I8, op)


def project(op):
    return determinants.T @ op @ determinants


H_exchange = project(V)
H_so = project(one_body(l_dot_s))
singlet = project((np.eye(64) - spin_swap)/2)
j_three_half = project(one_body((l_dot_s + np.eye(6))*2/3))


def determinant_result(G1, zeta):
    """Levels, and singlet and j=3/2 weights of the top (J=1) level."""
    energy, vec = np.linalg.eigh(G1*H_exchange + zeta*H_so)
    top = vec[:, -3:]
    return (energy, np.trace(top.T @ singlet @ top)/3,
            np.trace(top.T @ j_three_half @ top)/3)


def formula_result(G1, zeta):
    X = G1/3
    R = np.sqrt((X + zeta/4)**2 + zeta**2/2)
    levels = {'J=0': -X - zeta, 'J=1 lower': -zeta/4 - R,
              'J=2': -X + zeta/2, 'J=1 upper': -zeta/4 + R}
    return (levels, 0.5*(1 + (X + zeta/4)/R),
            0.5*(1 + (X/3 + 3*zeta/4)/R), R)


G1, zeta = 1.5, 0.4
X = G1/3
ratios = (0.1, 0.8, 4/3, 4.0, 20.0)
for g, z in [(G1, zeta)] + [(3.0, r) for r in ratios]:
    energy, w_s, w_j = determinant_result(g, z)
    levels, f_s, f_j, R = formula_result(g, z)
    expected = np.sort(np.repeat([levels['J=0'], levels['J=1 lower'],
                                 levels['J=2'], levels['J=1 upper']],
                                [1, 3, 5, 3]))
    assert np.allclose(energy, expected, atol=1e-10)
    assert abs(w_s - f_s) < 1e-10 and abs(w_j - f_j) < 1e-10

crossover = brentq(lambda r: np.subtract(*determinant_result(3.0, r)[1:]),
                   0.2, 5.0, xtol=1e-12)
assert abs(crossover - 4/3) < 1e-9
for r in ratios:
    _, w_s, w_j = determinant_result(3.0, r)
    if abs(r - crossover) > 1e-6:
        assert (w_s > w_j) == (r < crossover)

H_LS = np.diag([X, -X]) + zeta*so_direct
H_jj = T.T @ H_LS @ T
off = 2*np.sqrt(2)*X/3
assert np.allclose(H_jj, [[-zeta - X/3, off], [off, zeta/2 + X/3]])
upper_ls = np.linalg.eigh(H_LS)[1][:, 1]
upper_ls = upper_ls * np.sign(upper_ls[0])
upper_jj = T.T @ upper_ls
levels, w_s, w_j, R = formula_result(G1, zeta)
assert np.allclose([upper_ls[0]**2, upper_jj[1]**2], [w_s, w_j])

print(f"recoupling coefficients checked (sp, pp, pd): {checked}")
print(f"largest deviation from projection sum: {largest_error:.1e}")
for S, name in ((0, '1P1'), (1, '3P1')):
    for c, j in enumerate((0.5, 1.5)):
        print(f"{name}, (1/2,{int(2*j)}/2): 9j = "
              f"{nine_j(0, 1, 1, S, 0.5, j, 1):.6f}, T = {T[S, c]:.6f}, "
              f"T^2 = {T[S, c]**2:.6f}")
print("M=1 amplitudes: p1 up-down, p1 down-up, p0 up-up (s spin first)")
for name, row in zip(('1P1', '3P1', '(1/2,1/2)', '(1/2,3/2)'), coupled):
    print(f"  {name}: " + ", ".join(f"{v + 0.0:.6f}" for v in row))
for J in (0, 2):
    rows, cols, matrix = p2_matrices[J]
    for r, (L, S) in enumerate(rows):
        text = ", ".join(f"({int(2*a)}/2,{int(2*b)}/2): {matrix[r, c]:.6f}"
                         for c, (a, b) in enumerate(cols))
        print(f"p^2 J={J}, L={L}, S={S}: {text}")
print(f"model input: G1 = {G1:.3f} eV, zeta = {zeta:.3f} eV")
print(f"X = G1/3 = {X:.3f} eV, zeta/X = {zeta/X:.3f}, R = {R:.5f} eV")
for name, H in (('H_LS', H_LS), ('H_jj', H_jj)):
    print(f"{name} (eV): 11 = {H[0, 0]:.5f}, 12 = {H[0, 1]:.5f}, "
          f"22 = {H[1, 1]:.5f}")
for name, value in levels.items():
    print(f"level {name}: {value:.5f} eV")
print(f"upper J=1 amplitudes: 1P1 {upper_ls[0]:.5f}, 3P1 {upper_ls[1]:.5f}")
print(f"upper J=1 amplitudes: (1/2,1/2) {upper_jj[0]:.5f}, "
      f"(1/2,3/2) {upper_jj[1]:.5f}")
print(f"upper J=1 weights: 1P1 {w_s:.5f}, (1/2,3/2) {w_j:.5f}")
print("upper J=1 weights from determinants against zeta/X:")
for r in ratios:
    _, a, b = determinant_result(3.0, r)
    print(f"  zeta/X = {r:.4f}: 1P1 {a:.5f}, (1/2,3/2) {b:.5f}")
print(f"equal purity at zeta/X = {crossover:.6f}")
print("PASS")
```

It prints:

```
recoupling coefficients checked (sp, pp, pd): 72
largest deviation from projection sum: 3.3e-16
1P1, (1/2,1/2): 9j = 0.166667, T = 0.577350, T^2 = 0.333333
1P1, (1/2,3/2): 9j = 0.166667, T = 0.816497, T^2 = 0.666667
3P1, (1/2,1/2): 9j = 0.136083, T = 0.816497, T^2 = 0.666667
3P1, (1/2,3/2): 9j = -0.068041, T = -0.577350, T^2 = 0.333333
M=1 amplitudes: p1 up-down, p1 down-up, p0 up-up (s spin first)
  1P1: 0.707107, -0.707107, 0.000000
  3P1: 0.500000, 0.500000, -0.707107
  (1/2,1/2): 0.816497, 0.000000, -0.577350
  (1/2,3/2): 0.288675, -0.866025, 0.408248
p^2 J=0, L=0, S=0: (1/2,1/2): 0.577350, (3/2,3/2): 0.816497
p^2 J=0, L=1, S=1: (1/2,1/2): 0.816497, (3/2,3/2): -0.577350
p^2 J=2, L=1, S=1: (1/2,3/2): 0.577350, (3/2,3/2): 0.816497
p^2 J=2, L=2, S=0: (1/2,3/2): -0.816497, (3/2,3/2): 0.577350
model input: G1 = 1.500 eV, zeta = 0.400 eV
X = G1/3 = 0.500 eV, zeta/X = 0.800, R = 0.66332 eV
H_LS (eV): 11 = 0.50000, 12 = -0.28284, 22 = -0.70000
H_jj (eV): 11 = -0.56667, 12 = 0.47140, 22 = 0.36667
level J=0: -0.90000 eV
level J=1 lower: -0.76332 eV
level J=2: -0.30000 eV
level J=1 upper: 0.56332 eV
upper J=1 amplitudes: 1P1 0.97584, 3P1 -0.21848
upper J=1 amplitudes: (1/2,1/2) 0.38502, (1/2,3/2) 0.92291
upper J=1 weights: 1P1 0.95227, (1/2,3/2) 0.85176
upper J=1 weights from determinants against zeta/X:
  zeta/X = 0.1000: 1P1 0.99881, (1/2,3/2) 0.69871
  zeta/X = 0.8000: 1P1 0.95227, (1/2,3/2) 0.85176
  zeta/X = 1.3333: 1P1 0.90825, (1/2,3/2) 0.90825
  zeta/X = 4.0000: 1P1 0.78868, (1/2,3/2) 0.98113
  zeta/X = 20.0000: 1P1 0.69528, (1/2,3/2) 0.99906
equal purity at zeta/X = 1.333333
PASS
```
